\section*{Why faster lamps alone give diminishing returns in spike annealing}

\section{Definitions and conventions}

A spike anneal heats a wafer to a peak temperature $T_p$ and lets it cool at once. Let $R_h$ and $R_c$ be the heating and cooling rates, both positive and in K/s. In the sharp-spike model both ramps are linear, they run from and to the same cold temperature $T_0$, and there is no dwell at the peak.

The process to be limited is dopant diffusion, with diffusivity $D(T)$. For now $D$ depends on the present temperature and on nothing else: not on position, dopant concentration or thermal history. The equivalent time is the time at $T_p$ that would cause the same diffusion as the whole spike,
\begin{equation}
t_{\rm eq}=\int \frac{D(T(t))}{D(T_p)}\,dt .
\label{eq:def}
\end{equation}
``Saving'' means the fractional reduction of $t_{\rm eq}$ when the heating rate is raised, with $T_p$ and the cooling ramp held fixed.

One number suffices because of a change of variable. The concentration $c(z,t)$ obeys $\partial c/\partial t=D(T(t))\,\partial^2c/\partial z^2$. Define $s(t)=\int_0^t D(T(t'))\,dt'$, so that $\partial c/\partial t=D\,\partial c/\partial s$. Dividing by $D$ gives
\begin{equation}
\frac{\partial c}{\partial s}=\frac{\partial^2 c}{\partial z^2}.
\end{equation}
Temperature has dropped out. For a given initial profile and fixed boundary conditions of zero flux, the final profile depends on the anneal through the final value $s=D(T_p)\,t_{\rm eq}$ alone.

\section{What happens: two ramps, one shared integral}

Split Eq.~\eqref{eq:def} at the peak. During heating $dt=dT/R_h$. During cooling $dt=-dT/R_c$, and the temperature runs from $T_p$ down to $T_0$; exchanging the limits removes the minus sign. Hence
\begin{align}
t_{\rm eq}&=\frac{1}{R_h}\int_{T_0}^{T_p}\frac{D(T)}{D(T_p)}\,dT
+\frac{1}{R_c}\int_{T_0}^{T_p}\frac{D(T)}{D(T_p)}\,dT \nonumber\\
&=J\left(\frac1{R_h}+\frac1{R_c}\right),\qquad
J=\int_{T_0}^{T_p}\frac{D(T)}{D(T_p)}\,dT .
\label{eq:teq}
\end{align}
The quantity $J$ is a temperature interval, and it is the same for both ramps. Infinitely fast heating removes the first term and leaves the floor $J/R_c$. The saving is therefore
\begin{equation}
f_\infty=\frac{J/R_h}{J/R_h+J/R_c}=\frac{R_c}{R_h+R_c},
\label{eq:saving}
\end{equation}
where the last step multiplies numerator and denominator by $R_hR_c/J$. For 250 and 80 K/s,
\begin{equation}
f_\infty=\frac{80}{330}=0.24 .
\end{equation}
Since $J$ cancels, this fraction depends neither on the activation energy nor on the peak temperature. It holds in this model for any $D(T)$.

\section{How large: the equivalent time itself}

The absolute time does need $J$. Take $D=D_0\exp(-E/kT)$ and define $x=E/(kT_p)$. Then
\begin{equation}
\frac{D(T)}{D(T_p)}=\exp\left[-x\left(\frac{T_p}{T}-1\right)\right].
\label{eq:weight}
\end{equation}
Substitute $u=T_p/T$, so $dT=-T_p\,du/u^2$. The cold end contributes so little that $T_0$ may be replaced by zero, which sends the upper limit of $u$ to infinity:
\begin{equation}
J=T_p\,e^{x}\int_1^\infty\frac{e^{-xu}}{u^2}\,du=T_p\,e^xE_2(x),
\end{equation}
with $E_2$ the exponential integral of order two. For large $x$, integrate by parts using
\begin{equation}
\int_1^\infty\frac{e^{-xu}}{u^n}\,du=\frac{e^{-x}}{x}-\frac nx\int_1^\infty\frac{e^{-xu}}{u^{n+1}}\,du .
\end{equation}
Applying this for $n=2$, 3 and 4 gives
\begin{equation}
J\simeq\frac{T_p}{x}\left(1-\frac2x+\frac6{x^2}\right),\qquad \frac{T_p}{x}=\frac{kT_p^2}{E}.
\label{eq:J}
\end{equation}

For the example take $T_p=1320$ K, $T_0=300$ K, $E=3.5$ eV and $D_0=1$ cm$^2$/s. These round values lie in the regime of boron in silicon. Then $x=30.77$ and $T_p/x=42.9$ K, and Eq.~\eqref{eq:J} gives
\begin{equation}
J\simeq42.9\,(1-0.0650+0.0063)=40.4\ {\rm K}.
\end{equation}
Diffusion is thus concentrated in the last few tens of kelvin below the peak. At 300 K the weight in Eq.~\eqref{eq:weight} is about $e^{-105}$, which justifies dropping the cold end. The two parts of the equivalent time are
\begin{equation}
\frac{J}{R_h}=\frac{40.35}{250}=0.161\ {\rm s},\qquad
\frac{J}{R_c}=\frac{40.35}{80}=0.504\ {\rm s},
\end{equation}
with sum 0.666 s. Cooling accounts for 76 percent of it, and no heating rate changes those 0.504 s. With cooling fixed at 80 K/s, Eq.~\eqref{eq:teq} gives:
\begin{center}
\begin{tabular}{rcc}
$R_h$ (K/s) & $t_{\rm eq}$ (s) & saving (\%)\\
250 & 0.666 & 0\\
500 & 0.585 & 12\\
1000 & 0.545 & 18\\
4000 & 0.514 & 23\\
$\infty$ & 0.504 & 24
\end{tabular}
\end{center}
Going from $R_h$ to $2R_h$ removes $J/R_h-J/(2R_h)=J/(2R_h)$. The next doubling starts from a rate twice as large and removes half as much. The first doubling from 250 K/s already takes half of everything that faster heating can give.

\section{Why: the slower ramp controls the sum}

The local return on a small fractional change of rate follows by differentiating Eq.~\eqref{eq:teq}:
\begin{align}
\frac{\partial\ln t_{\rm eq}}{\partial\ln R_h}
&=\frac{R_h}{t_{\rm eq}}\left(-\frac{J}{R_h^2}\right)
=-\frac{R_c}{R_h+R_c},\\
\frac{\partial\ln t_{\rm eq}}{\partial\ln R_c}
&=\frac{R_c}{t_{\rm eq}}\left(-\frac{J}{R_c^2}\right)
=-\frac{R_h}{R_h+R_c}.
\end{align}
Here they are $-0.24$ and $-0.76$. A one percent faster cooling ramp is worth about three times a one percent faster heating ramp.

There are two limits. If $R_h\ll R_c$, then $t_{\rm eq}\simeq J/R_h$, and doubling the heating rate nearly halves the equivalent time. If $R_h\gg R_c$, then $t_{\rm eq}\simeq J/R_c$, and heating hardly matters. The crossover is at $R_h=R_c$, and the example lies well beyond it.

Doubling the cooling rate at fixed heating removes $J/(2R_c)$, which is 38 percent of $t_{\rm eq}$ here. This beats infinitely fast heating, which removes $J/R_h$, whenever $R_h>2R_c$.

The lamps cannot supply that faster cooling because they can add heat but not remove it. Let $C$ be the heat capacity of the wafer per unit area, $\varepsilon$ its effective emissivity and $\sigma$ the Stefan--Boltzmann constant. With the lamps off, cold surroundings and radiation from two faces,
\begin{equation}
C R_c=2\varepsilon\sigma T_p^4
\label{eq:rad}
\end{equation}
at the peak. A thickness of 775 $\mu$m and a rough volume heat capacity of 2.2 J/(cm$^3$\,K) give $C=0.0775\times2.2=0.171$ J/(cm$^2$\,K). The black-body loss from two faces at 1320 K is 34.4 W/cm$^2$. Even with $\varepsilon=1$, radiation then cools the wafer at no more than $34.4/0.1705\simeq202$ K/s. The assumed 80 K/s corresponds to $\varepsilon\simeq0.40$, an effective value that includes radiation returned by the chamber. Gas cooling would add a loss term to Eq.~\eqref{eq:rad} and could exceed this radiative bound.

Faster cooling also raises the fraction that faster lamps can save. If $R_c$ were 202 K/s throughout the cooling ramp, Eq.~\eqref{eq:saving} would give a saving of $202/452$, or 45 percent. The time removed, $J/R_h$, would be the same as before; it is a larger fraction because the total is smaller.

\section{What the saving buys}

A diffusion length $\ell=\sqrt{D(T_p)t_{\rm eq}}$ varies as the square root of the time. Infinite heating multiplies it by $\sqrt{1-0.2424}=0.870$, a reduction of 13 percent. With $D(T_p)=4.3\times10^{-14}$ cm$^2$/s, $\ell$ falls from 1.70 to 1.48 nm. These lengths describe diffusion at low dopant concentration; high concentration is treated below.

The saving can instead be spent on a hotter peak at unchanged diffusion. Define $S(T_p)=\int_{T_0}^{T_p}D(T)\,dT=D(T_p)J(T_p)$. By the fundamental theorem of calculus $dS/dT_p=D(T_p)$, so
\begin{equation}
\frac{d\ln S}{dT_p}=\frac{D(T_p)}{D(T_p)J(T_p)}=\frac1J .
\end{equation}
Equal diffusion requires $S(T_p+\Delta T)/R_c=S(T_p)(1/R_h+1/R_c)$. Multiply by $R_c/S(T_p)$, take the logarithm and treat $J$ as constant over the small interval:
\begin{equation}
\Delta T\simeq J\ln\left(1+\frac{R_c}{R_h}\right)=40.35\ln(1.32)=11.2\ {\rm K}.
\end{equation}
Numerical root finding with the full integral gives 11.3 K. Whether 11 K is valuable depends on the kinetics of dopant activation, which this model does not contain.

\section{Where the 24 percent changes}

\subsection{Cooling slows as the wafer cools}
For radiation to surroundings at $T_0=300$ K, replace the constant cooling rate by
\begin{equation}
R_c(T)=80\ \frac{T^4-T_0^4}{T_p^4-T_0^4}\ {\rm K/s}.
\end{equation}
The rate at the peak is unchanged. Numerical integration of $[D(T)/D(T_p)]/R_c(T)$ over temperature from 600 K, below which diffusion is negligible, up to $T_p$ raises the cooling part from 0.504 to 0.572 s. The saving becomes $0.161/(0.161+0.572)$, or 22 percent.

\subsection{Lamps fade and round the peak}
Suppose that absorbed lamp power decays as $e^{-t/\tau}$ after switch-off, while the heat loss stays constant near the peak. Then
\begin{equation}
\frac{dT}{dt}=(R_h+R_c)e^{-t/\tau}-R_c .
\end{equation}
At switch-off this equals $R_h$, as it should. The peak comes when the right side vanishes, at $t_p=\tau\ln(1+R_h/R_c)$. Measure time from the peak, $t'=t-t_p$. Since $(R_h+R_c)e^{-t_p/\tau}=R_c$, the equation becomes $dT/dt'=R_c(e^{-t'/\tau}-1)$, and integration from the peak gives
\begin{equation}
T=T_p-R_c\left[t'-\tau\left(1-e^{-t'/\tau}\right)\right],\qquad t'\ge-t_p .
\label{eq:round}
\end{equation}
This curve does not contain $R_h$. Stronger lamps, switched off earlier to keep $T_p$ fixed, merely follow it from a lower temperature. The heating side therefore keeps a nonzero equivalent time even for unlimited lamp power.

Numerical integration along this path, joined to the linear ramp before switch-off, gives the following. For $\tau=0.03$ s, $t_{\rm eq}$ falls from 0.72 s at 250 K/s to 0.61 s in the limit of infinite heating, a saving of 15 percent. For $\tau=0.10$ s it falls from 0.84 to 0.78 s, a saving of 7 percent. Both values of $\tau$ are assumed, and each saving is relative to the 250 K/s spike with the same $\tau$. Slower fading shrinks the saving further: to about 2 percent for $\tau=0.3$ s and below 1 percent for $\tau=0.5$ s.

\subsection{Implant damage gives diffusion a memory}
Excess point defects left by implantation can enhance diffusion until they anneal out. As a simple case, let the enhancement be a constant factor $m$ during heating and absent after the peak. The heating part becomes $mJ/R_h$, and
\begin{equation}
f_\infty=\frac{mJ/R_h}{mJ/R_h+J/R_c}=\frac{mR_c}{mR_c+R_h}.
\end{equation}
For an assumed $m=3$ this is $240/490$, or 49 percent. The estimate is favourable to fast lamps, because it supposes that the damage is gone at the peak however short the heating. If defects survive a faster ramp, they enhance diffusion at and after the peak, and some or all of the gain is lost. Faster heating can even increase the total diffusion, if the enhancement is strong and the removal of defects speeds up less steeply with temperature than the diffusion does: the defects then do their work where diffusion is fastest. A memory effect of this kind needs a defect model, not an equivalent time.

\subsection{High doping changes the length, not the fraction}
At high acceptor density $N$, boron diffusion is faster by roughly $p/n_i$, where $p$ is the hole density and $n_i$ the intrinsic carrier density. Take uniform $N=10^{20}$ cm$^{-3}$, full ionization, $p=N/2+\sqrt{N^2/4+n_i^2}$, and the rough form $n_i=4\times10^{16}\,T^{3/2}e^{-0.6\,{\rm eV}/kT}$ cm$^{-3}$ with $T$ in K. At the peak $p/n_i\simeq10$. Because $p/n_i$ falls as $T$ rises, the total rate varies less steeply with temperature, and numerical integration gives $t_{\rm eq}=0.84$ s. The diffusion length becomes 6.1 nm instead of 1.7 nm. The saving stays at 24 percent, since the rate is still a function of $T$ alone. In a real profile $N$ varies with depth, so a single equivalent time no longer describes the whole profile exactly, and the built-in field of the gradient raises the diffusivity by up to a further factor of two where $p\gg n_i$. The lengths and the saving are then estimates.

\subsection{The wafer stops being uniform}
Let one face be heated and the other insulated, with the whole wafer rising at rate $R_h$. With $z$ measured from the insulated face and thermal diffusivity $\alpha$, heat flow requires $\alpha T''=R_h$. Since $T'=0$ at $z=0$, two integrations give $T(z)-T(0)=R_hz^2/(2\alpha)$. Across thickness $L$,
\begin{equation}
\Delta T_L=\frac{R_hL^2}{2\alpha}=\frac{250\times0.0775^2}{2\times0.1}=7.5\ {\rm K},
\end{equation}
using a rough $\alpha=0.1$ cm$^2$/s. This difference reaches $J$ near 1300 K/s, but it matters earlier. The mean of $z^2$ over the thickness is $L^2/3$, so the heated face is hotter than the wafer's mean by $2\Delta T_L/3$. When the heating stops, the face loses this excess to the interior in a time of order $L^2/(\pi^2\alpha)\simeq6$ ms, before the slower cooling ramp has done much. At 1000 K/s the quick drop is 20 K, about half of $J$. The cooling part at that face then depends on the heating rate, and $t_{\rm eq}$ can fall below the floor $J/R_c$. Even at 250 K/s the quick drop is 5 K, about an eighth of $J$. The table assumes a uniform wafer and should not be used for the heated face in one-sided heating.

\section{The model beside a real anneal}

The peak temperature and ramp rates of the example are chosen to resemble, in rough terms, a lamp-based spike anneal of boron-implanted silicon. The perfectly sharp peak is an idealization, and the saving is sensitive to it. Fading lamps alone move the saving from 24 to 15 and 7 percent for fade times of 0.03 and 0.10 s, and to 2 percent or less for fade times of 0.3 s and longer. Damage-enhanced diffusion raises it to 49 percent in the case above, where the damage is assumed gone at the peak, but can lower it if the damage outlasts the heating. In a simple first-order picture of defect removal the sign reverses only if, in addition, the enhancement is strong and the removal has a lower activation energy than the diffusion. The figure of 24 percent is thus a property of the sharp, memoryless spike, and not a forecast for a particular furnace.

\section{What to do about it}

Start from the measured temperature trace. Evaluate Eq.~\eqref{eq:def} separately before and after the peak, with the activation energy of the diffusion to be limited. If diffusion has no memory, and the peak and the cooling curve are kept, the share before the peak is an upper bound on what any faster heating can save.

If that share is small, work on the other side of the peak: stronger heat removal, less radiation returned to the wafer, a smaller heat capacity per area, or a quicker lamp shut-off. For sharp linear ramps with $R_h>2R_c$, doubling the cooling rate gains more than unlimited heating. If the share is large and diffusion has no memory, faster lamps may still be worth their cost. If implant damage enhances the diffusion, the share before the peak does not settle the matter, and a defect model or a trial anneal is needed.

All numerical values are calculated from the stated model.
